# The Lorentzian Spectrum of a Two-Level Telegraph Current, part 1

(Sections cited here and not found follow in the second part.)

## From random dwell times to the autocovariance

Suppose that the drain current of a small transistor jumps between two levels, and that its noise spectrum is flat up to a corner near 212 Hz and falls beyond it. It is tempting to convert the corner into a time, $1/(2\pi f_c)=0.75$ ms, and to call this the capture time of the defect responsible. In the example used below the current stays on average 3 ms in its high level and 1 ms in its low level. The time 0.75 ms is neither of these. The height of the plateau is equally easy to misread, because it depends on the step between the levels, on both dwell times, and on the convention for the spectral density. The corner alone cannot give both dwell times. The full relation that connects them and the step to the spectrum shows what else must be known.

### The model

Let the current have two levels, $I_{\rm low}$ and

$$I_{\rm high}=I_{\rm low}+\Delta I,\qquad \Delta I>0. \tag{1}$$

Here $\Delta I$ is the full step, not half of it. Switching is taken to be instantaneous, and all other noise is left out. The physical picture is a single electron trap in the oxide of an n-channel transistor. When the trap is empty the current is high. When it holds an electron, the added negative charge reduces the current. A stay in the high level then ends with a capture and a stay in the low level ends with an emission.

The duration of each stay, or dwell time, is random. We assume that all dwell times are independent and that they are exponentially distributed, with mean $\tau_h$ in the high level and $\tau_l$ in the low level. In the trap picture $\tau_h$ is the mean capture time and $\tau_l$ the mean emission time. The bias and temperature are constant and the process has run long enough to be stationary, which means that its averages do not depend on when the observation starts.

The exponential distribution matters because it has no memory. The probability that a high dwell lasts longer than $t$ is $e^{-t/\tau_h}$. If it has already lasted for a time $t$, the probability that it survives a further short time $dt$ is

$$\frac{e^{-(t+dt)/\tau_h}}{e^{-t/\tau_h}}=e^{-dt/\tau_h}=1-\frac{dt}{\tau_h}+O(dt^2). \tag{2}$$

The age $t$ has cancelled. The probability of leaving the high level during $dt$ is therefore $dt/\tau_h$, whatever happened before. Likewise, the probability of leaving the low level during $dt$ is $dt/\tau_l$. The current has constant switching rates $1/\tau_h$ and $1/\tau_l$.

### How often each level is occupied

Let $p_h$ and $p_l=1-p_h$ be the probabilities of finding the current high and low. The high level loses probability at the rate $p_h/\tau_h$ and gains it at the rate $p_l/\tau_l$. In the stationary state the two balance:

$$\frac{p_h}{\tau_h}=\frac{p_l}{\tau_l}. \tag{3}$$

Thus $p_l=p_h\tau_l/\tau_h$. Inserting this in $p_h+p_l=1$ gives $p_h(\tau_h+\tau_l)/\tau_h=1$, and so

$$p_h=\frac{\tau_h}{\tau_h+\tau_l},\qquad p_l=\frac{\tau_l}{\tau_h+\tau_l}. \tag{4}$$

Each probability is the fraction of time spent in that level. The mean current is

$$\bar I=I_{\rm low}+p_h\,\Delta I. \tag{5}$$

The mean number of switches per unit time, counting both directions, is the sum of the two sides of (3):

$$\nu=\frac{p_h}{\tau_h}+\frac{p_l}{\tau_l}=\frac{2}{\tau_h+\tau_l}. \tag{6}$$

This is two switches for each complete cycle of mean length $\tau_h+\tau_l$.

For the worked example we choose round model parameters: $I_{\rm low}=1000$ nA, $\Delta I=20$ nA, $\tau_h=3$ ms and $\tau_l=1$ ms. Then $p_h=3/4$ and $p_l=1/4$. The mean current is $1000+0.75\times20=1015$ nA, and there are $2/(4\ {\rm ms})=500$ switches per second.

### How the memory of the starting level fades

Let $P(t)$ be the probability that the current is high at time $t$, given that it was high at time zero. It may have switched any even number of times in between, so $P(t)$ is not the survival probability $e^{-t/\tau_h}$ of the first dwell.

To be high at $t+dt$, the current must either be high at $t$ and stay there, or be low at $t$ and switch up. Two or more switches within $dt$ have a probability of order $dt^2$. Hence

$$P(t+dt)=P(t)\left(1-\frac{dt}{\tau_h}\right)+[1-P(t)]\frac{dt}{\tau_l}+O(dt^2). \tag{7}$$

Subtract $P(t)$, divide by $dt$ and let $dt$ go to zero:

$$\frac{dP}{dt}=\frac{1-P}{\tau_l}-\frac{P}{\tau_h}=\frac1{\tau_l}-\frac{P}{\tau}, \tag{8}$$

where the coefficient of $P$ defines the correlation time $\tau$:

$$\frac1\tau=\frac1{\tau_h}+\frac1{\tau_l},\qquad \tau=\frac{\tau_h\tau_l}{\tau_h+\tau_l}. \tag{9}$$

The constant solution of (8) is $P=\tau/\tau_l=\tau_h/(\tau_h+\tau_l)=p_h$, as it should be: after a long time the starting level is forgotten. Write $P(t)=p_h+D(t)$. Since $p_h/\tau=1/\tau_l$, the constant terms in (8) cancel and leave

$$\frac{dD}{dt}=-\frac{D}{\tau},\qquad D(0)=1-p_h=p_l. \tag{10}$$

The initial value follows from $P(0)=1$. The solution is $D=p_le^{-t/\tau}$, and therefore

$$P(t)=p_h+p_l\,e^{-t/\tau},\qquad t\ge0. \tag{11}$$

Equation (10) shows why the two rates add. An excess probability $D$ of being high increases the flow out of that level by $D/\tau_h$. The low level is short of the same amount, so the flow back is reduced by $D/\tau_l$. Both changes remove the excess.

The correlation time is thus shorter than either mean dwell time. If $\tau_l\ll\tau_h$, then $\tau\simeq\tau_l$: the shorter dwell sets the memory. If the two are equal, $\tau=\tau_h/2$. In the example,

$$\tau=\frac{3\times1}{3+1}\ {\rm ms}=0.75\ {\rm ms}. \tag{12}$$

### The autocovariance

The autocovariance measures how a departure from the mean current at one time is related to the departure a time $t$ later. With $\delta I(t)=I(t)-\bar I$, it is

$$C(t)=\langle\delta I(t_0)\,\delta I(t_0+t)\rangle, \tag{13}$$

where the angle brackets denote an average over many realizations. Stationarity makes the result independent of $t_0$.

Write $I=I_{\rm low}+\Delta I\,s$, with $s=1$ in the high level and $s=0$ in the low level. By (5), $\delta I=\Delta I\,(s-p_h)$. Multiplying out, and using $\langle s\rangle=p_h$ at both times, we find

$$\begin{aligned}
C(t)&=\Delta I^2\left[\langle s(t_0)s(t_0+t)\rangle-p_h^2-p_h^2+p_h^2\right]\\
&=\Delta I^2\left[\langle s(t_0)s(t_0+t)\rangle-p_h^2\right].
\end{aligned}\tag{14}$$

The product $s(t_0)s(t_0+t)$ equals one if the current is high at both times and zero otherwise. For $t\ge0$ its average is the probability of being high first, $p_h$, times the conditional probability $P(t)$. With (11),

$$C(t)=\Delta I^2p_h[P(t)-p_h]=\Delta I^2p_hp_l\,e^{-t/\tau}. \tag{15}$$

For negative times, shift the origin in (13) by $t$. This exchanges the two factors and gives $C(-t)=C(t)$. For either sign of $t$, then,

$$C(t)=\Delta I^2\frac{\tau_h\tau_l}{(\tau_h+\tau_l)^2}\,e^{-|t|/\tau}. \tag{16}$$

At $t=0$ this is the variance, $C(0)=\Delta I^2p_hp_l$. For a given step it is largest, $\Delta I^2/4$, when the two levels are equally occupied. It tends to zero when either level is occupied for a vanishing fraction of the time. In the example,

$$C(0)=20^2\times0.75\times0.25\ {\rm nA^2}=75\ {\rm nA^2}, \tag{17}$$

so the root-mean-square fluctuation is 8.66 nA. After 1 ms the autocovariance has fallen to $75\,e^{-1/0.75}=19.8\ {\rm nA^2}$.

The raw autocorrelation, formed without subtracting the mean, is

$$\langle I(t_0)I(t_0+t)\rangle=\bar I^2+C(t). \tag{18}$$

It does not decay to zero unless $\bar I=0$. The exponential describes the fluctuation about the mean, not the total current.

### From the autocovariance to a spectral density

The factor in front of the spectrum depends on how the spectral density is defined, so we begin with a record of finite length $T$. Let $\omega=2\pi f$, and define

$$A_T(f)=\int_0^T\delta I(t)\,e^{-i\omega t}\,dt,\qquad S_T(f)=\frac2T\langle|A_T(f)|^2\rangle,\quad f>0. \tag{19}$$

The factor 2 makes this a one-sided density, in which positive frequencies carry the whole variance. To see this, use Parseval's theorem, $\int_{-\infty}^{\infty}|A_T|^2df=\int_0^T\delta I^2dt$. Because $\delta I$ is real, $|A_T(-f)|=|A_T(f)|$, and the left side is twice the integral over positive $f$. Averaging and dividing by $T$ gives

$$\int_0^\infty S_T(f)\,df=C(0). \tag{20}$$

The unit of $S_T$ is accordingly current squared per hertz.

Now write the squared modulus as a double integral:

$$S_T(f)=\frac2T\int_0^Tdt_1\int_0^Tdt_2\;C(t_1-t_2)\,e^{-i\omega(t_1-t_2)}. \tag{21}$$

The integrand depends only on the difference $u=t_1-t_2$, which runs from $-T$ to $T$. For a given $u$, both times lie inside the record for a range of $t_2$ of length $T-|u|$. Hence

$$\begin{aligned}
S_T(f)&=2\int_{-T}^{T}\left(1-\frac{|u|}{T}\right)C(u)e^{-i\omega u}\,du\\
&=4\int_0^T\left(1-\frac uT\right)C(u)\cos(\omega u)\,du.
\end{aligned}\tag{22}$$

In the second line the odd sine part has cancelled, and the even cosine part has been folded onto positive $u$. That folding supplies the second factor of 2.

For a long record we expect the weight $1-u/T$ to be replaced by one:

$$S(f)=4\int_0^\infty C(t)\cos(2\pi ft)\,dt. \tag{23}$$

This is the Wiener–Khinchin relation in one-sided form. The error made can be bounded. For $u<T$ the integrands of (23) and (22) differ by the factor $u/T$. For $u>T$ the whole integrand of (23) is extra, and there $1<u/T$. Since $|\cos|\le1$ and $C\ge0$,

$$|S_T-S|\le\frac4T\int_0^\infty u\,C(u)\,du=\frac{4C(0)\tau^2}{T}. \tag{24}$$

The last step uses $\int_0^\infty u\,e^{-u/\tau}du=\tau^2$. The bound vanishes as $T\to\infty$, which establishes (23) for this process.

If the mean is not subtracted, the constant $\bar I$ adds the term

$$\frac{2\bar I^2}{T}\left|\int_0^Te^{-i\omega t}dt\right|^2=\frac{2\bar I^2}{T}\,\frac{\sin^2(\pi fT)}{(\pi f)^2} \tag{25}$$

to the averaged periodogram. There is no cross term, because $\langle\delta I\rangle=0$. At any fixed $f>0$ this term vanishes as $T\to\infty$. At $f=n/T$, with $n$ a positive integer, it is zero even for a finite record, because whole periods fit into the record. In the limit the constant current contributes a line at zero frequency and leaves the density at positive frequencies unchanged.

## The Lorentzian and what can be read from it

The current steps by $\Delta I$ between a low and a high level, with mean dwell times $\tau_l$ and $\tau_h$ and occupations $p_l=\tau_l/(\tau_h+\tau_l)$ and $p_h=\tau_h/(\tau_h+\tau_l)$. The correlation time obeys $1/\tau=1/\tau_h+1/\tau_l$, and there are $\nu=2/(\tau_h+\tau_l)$ switches per unit time. The autocovariance is $C(t)=\Delta I^2p_hp_le^{-|t|/\tau}$ from (16). The one-sided density $S(f)$ is its cosine transform (23), with $\omega=2\pi f$. The example has $\Delta I=20$ nA, $\tau_h=3$ ms, $\tau_l=1$ ms, $\tau=0.75$ ms and $C(0)=75\ {\rm nA^2}$.

### The cosine transform

The integral needed is the real part of an elementary one:

$$\int_0^\infty e^{-t/\tau}\cos\omega t\,dt={\rm Re}\int_0^\infty e^{-(1/\tau-i\omega)t}dt={\rm Re}\,\frac{1}{1/\tau-i\omega}. \tag{26}$$

The upper limit contributes nothing because $e^{-t/\tau}$ vanishes there. Multiplying numerator and denominator by $1/\tau+i\omega$ gives the real part

$$\frac{1/\tau}{1/\tau^2+\omega^2}=\frac{\tau}{1+\omega^2\tau^2}. \tag{27}$$

With the factor 4 from (23) and the amplitude from (16),

$$S(f)=\frac{4\Delta I^2p_hp_l\,\tau}{1+(2\pi f\tau)^2}. \tag{28}$$

To display the dwell times, note that $p_hp_l=\tau_h\tau_l/(\tau_h+\tau_l)^2=\tau/(\tau_h+\tau_l)$. The numerator becomes $4\Delta I^2\tau^2/(\tau_h+\tau_l)$. Dividing numerator and denominator by $\tau^2$ then gives

$$S(f)=\frac{4\Delta I^2}{(\tau_h+\tau_l)\left[\left(\dfrac1{\tau_h}+\dfrac1{\tau_l}\right)^2+(2\pi f)^2\right]}. \tag{29}$$

This is the Lorentzian spectrum of the telegraph current. A two-sided density, defined for both signs of $f$, would be half as large. If the levels are written as $\pm a$ about their midpoint, then $\Delta I=2a$ and the factor $4\Delta I^2$ becomes $16a^2$.

For independent, exponentially distributed dwell times, the spectrum is the Lorentzian (29), fixed by the current step and the two mean dwell times. It remains to interpret its plateau, corner and tail, to see what changes for other dwell-time distributions and finite records, and to recover the dwell times from a measured spectrum.
